\section*{Orbital magnetization of crystals: semiclassical derivation and numerical test, part 2}

We seek the orbital magnetization of a crystal of independent electrons of charge $-e$ ($e>0$), in SI form and without the Zeeman term. With $\omega$ the grand potential per volume, $\mu$ the chemical potential and $T$ the temperature, it is
\begin{equation}
\mathbf M=-\left(\frac{\partial\omega}{\partial\mathbf B}\right)_{\mu,T}\quad\text{at }B\to0,
\label{eq:thermo}
\end{equation}
where $\mathbf B=\nabla\times\mathbf A$ is uniform and $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. The Fermi function is $f=1/(e^{(\varepsilon-\mu)/kT}+1)$.

The zero-field Bloch states in $d$ dimensions are $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $H_{\mathbf k}|u_{n\mathbf k}\rangle=\varepsilon_{n\mathbf k}|u_{n\mathbf k}\rangle$, $\langle u|u\rangle=1$ and $\partial_a=\partial/\partial k_a$. Band $n$ is assumed isolated, and its index is often dropped. For Hermitian $O$ define the purely imaginary vector
\begin{equation}
\langle\partial u|\times O|\partial u\rangle_a=\epsilon_{abc}\langle\partial_bu|O|\partial_cu\rangle .
\label{eq:cross}
\end{equation}
Since $\langle u|\partial_au\rangle$ is imaginary, the Berry connection $\mathcal A_a=i\langle u|\partial_au\rangle$ is real. Its curl is the Berry curvature
\begin{equation}
\Omega_a=\epsilon_{abc}\,\partial_b\mathcal A_c=i\,\epsilon_{abc}\langle\partial_bu|\partial_cu\rangle+i\,\epsilon_{abc}\langle u|\partial_b\partial_cu\rangle
=-\mathrm{Im}\,\langle\partial u|\times|\partial u\rangle_a .
\label{eq:curv}
\end{equation}
With $Q=1-|u\rangle\langle u|$,
\begin{equation}
Q\,\partial_cH\,|u\rangle=-(H-\varepsilon)|\partial_cu\rangle .
\label{eq:Q}
\end{equation}

A wave packet narrow in $\mathbf k$ has, to first order in $B$, the energy
\begin{equation}
\varepsilon_M=\varepsilon-\mathbf m\cdot\mathbf B,\qquad
\mathbf m=-\frac e2\,\mathrm{Re}\langle\boldsymbol\rho\times\mathbf v\rangle=\frac{e}{2\hbar}\,\mathrm{Im}\,\langle\partial u|\times(H-\varepsilon)|\partial u\rangle .
\label{eq:m}
\end{equation}
Here $\boldsymbol\rho$ is the position relative to the packet centre and $\mathbf v$ the zero-field velocity operator. From now on $\mathbf r,\mathbf k$ denote the packet centre, and $\simeq$ means equality up to a total time derivative. The Lagrangian is
\begin{equation}
L\simeq e\,\dot{\mathbf A}\cdot\mathbf r-\hbar\dot{\mathbf k}\cdot\mathbf r+\hbar\,\boldsymbol{\mathcal A}\cdot\dot{\mathbf k}-\varepsilon_M
\simeq(\hbar\mathbf k-e\mathbf A)\cdot\dot{\mathbf r}+\hbar\,\boldsymbol{\mathcal A}\cdot\dot{\mathbf k}-\varepsilon_M .
\label{eq:L}
\end{equation}
With $\xi=(\mathbf r,\mathbf k)$, $\alpha=(\hbar\mathbf k-e\mathbf A,\ \hbar\boldsymbol{\mathcal A})$ and $h=\varepsilon_M$, it gives
\begin{equation}
w_{ij}\,\dot\xi_j=\partial_ih,\qquad w_{ij}=\partial_i\alpha_j-\partial_j\alpha_i,\qquad
w=\begin{pmatrix}-e[B]&-\hbar\mathbb 1\\ \hbar\mathbb 1&\hbar[\Omega]\end{pmatrix},
\label{eq:w}
\end{equation}
where $[B]_{ab}=\epsilon_{abc}B_c$ and $[\Omega]_{ab}=\epsilon_{abc}\Omega_c$. Written out,
\begin{equation}
\hbar\dot{\mathbf k}=-e\,\dot{\mathbf r}\times\mathbf B,\qquad
\dot{\mathbf r}=\mathbf v_M-\dot{\mathbf k}\times\boldsymbol\Omega,\qquad \mathbf v_M=\frac1\hbar\nabla_{\mathbf k}\varepsilon_M .
\label{eq:eom}
\end{equation}
"The program" is the computer check that accompanies the text.

The pair $(\mathbf r,\hbar\mathbf k)$ is not canonical, because $L$ is not of the form $\mathbf P\cdot\dot{\mathbf X}-h$. Canonical variables can be constructed to first order in $B$. Put $\mathbf x=\mathbf r-\boldsymbol{\mathcal A}(\mathbf k)$. Then $\hbar\mathbf k\cdot\dot{\mathbf r}+\hbar\boldsymbol{\mathcal A}\cdot\dot{\mathbf k}\simeq-\hbar\dot{\mathbf k}\cdot(\mathbf r-\boldsymbol{\mathcal A})\simeq\hbar\mathbf k\cdot\dot{\mathbf x}$. In the field term substitute $\mathbf r=\mathbf x+\boldsymbol{\mathcal A}$:
\begin{align}
-\frac e2(\mathbf B\times\mathbf r)\cdot\dot{\mathbf r}
&=-\frac e2\Big[(\mathbf B\times\mathbf x)\cdot\dot{\mathbf x}+(\mathbf B\times\boldsymbol{\mathcal A})\cdot\dot{\mathbf x}+(\mathbf B\times\mathbf x)\cdot\dot{\boldsymbol{\mathcal A}}+(\mathbf B\times\boldsymbol{\mathcal A})\cdot\dot{\boldsymbol{\mathcal A}}\Big]\nonumber\\
&\simeq-\frac e2(\mathbf B\times\mathbf x)\cdot\dot{\mathbf x}-e(\mathbf B\times\boldsymbol{\mathcal A})\cdot\dot{\mathbf x}+\mathbf G(\mathbf k)\cdot\dot{\mathbf k}.
\end{align}
The third term was rewritten as $(\mathbf B\times\mathbf x)\cdot\dot{\boldsymbol{\mathcal A}}\simeq-(\mathbf B\times\dot{\mathbf x})\cdot\boldsymbol{\mathcal A}=(\mathbf B\times\boldsymbol{\mathcal A})\cdot\dot{\mathbf x}$, which doubles the second term, and the fourth defines $G_j=-\tfrac e2(\mathbf B\times\boldsymbol{\mathcal A})\cdot\partial_j\boldsymbol{\mathcal A}$, of order $B$ and a function of $\mathbf k$ alone. The same manoeuvre as before absorbs it: with $\mathbf X=\mathbf x-\mathbf G/\hbar$, $\hbar\mathbf k\cdot\dot{\mathbf x}+\mathbf G\cdot\dot{\mathbf k}\simeq\hbar\mathbf k\cdot\dot{\mathbf X}$. Replacing $\mathbf x$ by $\mathbf X$ in the terms that already carry a factor $B$ costs only order $B^2$. Thus
\begin{equation}
L\simeq\mathbf P\cdot\dot{\mathbf X}-\varepsilon_M+O(B^2),\qquad
\mathbf P=\hbar\mathbf k-\frac e2\,\mathbf B\times\mathbf X-e\,\mathbf B\times\boldsymbol{\mathcal A}(\mathbf k).
\label{eq:canon}
\end{equation}
The Jacobian from $(\mathbf r,\mathbf k)$ to $(\mathbf x,\mathbf k)$ is triangular with unit diagonal and equals 1. The Jacobian matrix from $(\mathbf x,\hbar\mathbf k)$ to $(\mathbf X,\mathbf P)$ is the identity plus terms of order $B$, so its determinant is 1 plus the trace of those terms. The block $\partial\mathbf X/\partial\mathbf x$ is exactly the identity, the off-diagonal blocks do not enter the trace, and the remaining block contributes $-(e/\hbar)\nabla_{\mathbf k}\cdot(\mathbf B\times\boldsymbol{\mathcal A})$. For constant $\mathbf B$, $\epsilon_{abc}B_b\,\partial_a\mathcal A_c=-B_b\,\epsilon_{bac}\,\partial_a\mathcal A_c=-\mathbf B\cdot\boldsymbol\Omega$. Therefore
\begin{equation}
d^dX\,d^dP=D\,\hbar^d\,d^dr\,d^dk,\qquad D=1+\frac e\hbar\,\mathbf B\cdot\boldsymbol\Omega(\mathbf k).
\label{eq:D}
\end{equation}
The variables $\mathbf X$ and $\mathbf P$ depend on the phase choice of $u$ and on the gauge of $\mathbf A$, and where no smooth $u$ covers the whole zone they exist only patch by patch. The factor $D$ depends on neither choice.

A canonical system has one quantum state per volume $(2\pi\hbar)^d$ of $(\mathbf X,\mathbf P)$ space, the count of plane waves in a box. In precise form, the trace of an operator is the integral of its Weyl symbol with measure $d^dX\,d^dP/(2\pi\hbar)^d$, and the symbol of a product of operators with symbols $F_1$ and $F_2$ is $F_1F_2+\tfrac{i\hbar}2\{F_1,F_2\}+\dots$. Here $h$ depends on $\mathbf X$ and $\mathbf P$ only through $\mathbf k$, and the Poisson brackets among the components of $\hbar\mathbf k$ are proportional to $eB$, so every order of this expansion costs one power of $B$. For two functions of the same $h$ the first-order bracket vanishes. A smooth function $F$ of the Hamiltonian then has the symbol $F(h)+O(B^2)$, and per unit volume
\begin{equation}
\frac1V\sum_iF(\varepsilon_i)=\sum_n\int\frac{d^dk}{(2\pi)^d}\left(1+\frac e\hbar\,\mathbf B\cdot\boldsymbol\Omega_n\right)F\!\left(\varepsilon_n-\mathbf m_n\cdot\mathbf B\right)+O(B^2).
\label{eq:trace}
\end{equation}
This step identifies the packet energy $\varepsilon_M$ with the Weyl symbol of the one-band Hamiltonian up to order $B^2$. That identification is the semiclassical assumption of the derivation, and the exact spectra below test it in the model.

Two further properties support the same $D$. The first is the determinant of $w$. Subtract the first block column multiplied on the right by $[\Omega]$ from the second. This leaves the determinant unchanged, makes the lower right block zero and makes the upper right block $-\hbar\mathbb 1+e[B][\Omega]$. Exchanging the two block columns takes $d$ column swaps and leaves a block-triangular matrix, so $\det w=(-1)^d\hbar^d\det(-\hbar\mathbb 1+e[B][\Omega])=\hbar^{2d}\det\left(\mathbb 1-\tfrac e\hbar[B][\Omega]\right)$. In three dimensions
\begin{equation}
([B][\Omega])_{ab}=\epsilon_{cda}\,\epsilon_{cbf}\,B_d\,\Omega_f=(\delta_{db}\delta_{af}-\delta_{df}\delta_{ab})B_d\Omega_f=\Omega_aB_b-\delta_{ab}\,\mathbf B\cdot\boldsymbol\Omega ,
\end{equation}
so the matrix is $D\,\mathbb 1-\tfrac e\hbar\,\boldsymbol\Omega\mathbf B^{T}$. It has eigenvalue $D$ on the two directions perpendicular to $\mathbf B$ and eigenvalue $D-\tfrac e\hbar\mathbf B\cdot\boldsymbol\Omega=1$ on $\boldsymbol\Omega$. In two dimensions $[B][\Omega]=-B\Omega\,\mathbb 1$ and the matrix is $D\,\mathbb 1$. In both cases $\det w=\hbar^{2d}D^2$. Under a change of variables with Jacobian matrix $\mathcal J$ the form transforms as $w=\mathcal J^Tw'\mathcal J$, and a canonical $w'$ has unit determinant, so $\sqrt{\det w}$ is the Jacobian to canonical variables, in agreement with Eq.~\eqref{eq:D}.

The second property is Liouville's theorem. Insert the first of Eqs.~\eqref{eq:eom} into the second and use $(\mathbf a\times\mathbf b)\times\mathbf c=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf a(\mathbf b\cdot\mathbf c)$. This gives $\dot{\mathbf r}=\mathbf v_M+\tfrac e\hbar\left[\mathbf B(\dot{\mathbf r}\cdot\boldsymbol\Omega)-\dot{\mathbf r}(\mathbf B\cdot\boldsymbol\Omega)\right]$. The scalar product with $\boldsymbol\Omega$ cancels the bracket and leaves $\dot{\mathbf r}\cdot\boldsymbol\Omega=\mathbf v_M\cdot\boldsymbol\Omega$. Hence
\begin{equation}
D\,\dot{\mathbf r}=\mathbf v_M+\frac e\hbar(\mathbf v_M\cdot\boldsymbol\Omega)\,\mathbf B,\qquad D\,\hbar\dot{\mathbf k}=-e\,\mathbf v_M\times\mathbf B ,
\label{eq:solved}
\end{equation}
where the second equation uses $\mathbf B\times\mathbf B=0$. Nothing on the right depends on $\mathbf r$, and $\nabla_{\mathbf k}\cdot(\mathbf v_M\times\mathbf B)=\mathbf B\cdot(\nabla_{\mathbf k}\times\mathbf v_M)=0$ because $\mathbf v_M$ is a gradient. So the phase-space divergence of $D\dot\xi$ vanishes. Expanding it, $D\,\partial_i\dot\xi_i+\dot\xi_i\,\partial_iD=0$, which says $\partial_i\dot\xi_i=-d\ln D/dt$. The plain volume $d^dr\,d^dk$ swells and shrinks wherever $\mathbf B\cdot\boldsymbol\Omega$ varies along the orbit, whereas $D\,d^dr\,d^dk$ is conserved. Conservation alone would permit any extra factor that is constant on orbits, such as a function of $\varepsilon_M$; the canonical construction is what fixes the normalization. The program checks by symbolic algebra, for an explicit polynomial $\boldsymbol{\mathcal A}(\mathbf k)$ and $\varepsilon(\mathbf k)$, that \eqref{eq:solved} solves \eqref{eq:w}, that $\det w=D^2$ in units $\hbar=e=1$ at a chosen $\mathbf k$ for arbitrary $\mathbf B$, that $D\dot\xi$ has zero divergence and that $\dot\xi$ does not.

Choosing $F=f$ in Eq.~\eqref{eq:trace} gives the density. Differentiating the two places where $B$ appears, with $-f'=f(1-f)/kT$,
\begin{equation}
\left(\frac{\partial n}{\partial\mathbf B}\right)_{\mu,T}=\sum_n\int\frac{d^dk}{(2\pi)^d}\left[\frac e\hbar\,\boldsymbol\Omega_nf-\mathbf m_nf'\right].
\label{eq:dndB}
\end{equation}
In a two-dimensional insulator at $T=0$ the second term is absent. With the Chern number $C=\frac1{2\pi}\sum_{\rm occ}\int\Omega_n\,d^2k$ the first gives $(e/\hbar)\,2\pi C/(2\pi)^2=eC/h$, the St\v{r}eda formula. $C$ is an integer for the following reason. A smooth $u$ exists on the zone regarded as a parallelogram. On opposite edges $u_{\mathbf k+\mathbf G}=e^{i\theta_{\mathbf G}(\mathbf k)}e^{-i\mathbf G\cdot\mathbf r}u_{\mathbf k}$, so $\boldsymbol{\mathcal A}$ differs by $-\nabla\theta_{\mathbf G}$. Stokes' theorem reduces $\int\Omega$ to differences of the $\theta$'s at the corners, and their sum is a multiple of $2\pi$ because the far corner is reached with the same $u$ along either pair of edges.

For the grand potential choose $F=-g$ with
\begin{equation}
g(\varepsilon)=kT\ln\left(1+e^{-(\varepsilon-\mu)/kT}\right),\qquad g'(\varepsilon)=-f(\varepsilon),
\end{equation}
so that
\begin{equation}
\omega(\mathbf B)=-\sum_n\int\frac{d^dk}{(2\pi)^d}\left(1+\frac e\hbar\,\mathbf B\cdot\boldsymbol\Omega_n\right)g\!\left(\varepsilon_n-\mathbf m_n\cdot\mathbf B\right).
\end{equation}
Apply Eq.~\eqref{eq:thermo}. The derivative of $g(\varepsilon-\mathbf m\cdot\mathbf B)$ is $-\mathbf m\,g'=+\mathbf m f$, the derivative of the prefactor is $(e/\hbar)\boldsymbol\Omega$, and the overall minus signs of $\omega$ and of \eqref{eq:thermo} cancel. At $B=0$,
\begin{equation}
\mathbf M(T)=\sum_n\int\frac{d^dk}{(2\pi)^d}\left[f(\varepsilon_n)\,\mathbf m_n+\frac e\hbar\,\boldsymbol\Omega_n\,g(\varepsilon_n)\right].
\label{eq:MT}
\end{equation}
The first term, called the moment part below, is the sum of self-rotations. The second, the curvature part, is the contribution of the states that the field adds or removes. A state added at energy $\varepsilon$ lowers the grand potential by $g(\varepsilon)$, and the field adds $(e/\hbar)\mathbf B\cdot\boldsymbol\Omega$ states per zero-field state.

The curvature part can be read as the rim current carried by the centres of the wave packets. Confine a two-dimensional sample by a slowly rising potential $U(x)$ at its right edge, at $B=0$. Adding $U$ to $h$ in Eq.~\eqref{eq:w} gives $\hbar\dot{\mathbf k}=-\nabla U$, so the anomalous velocity is $-\dot{\mathbf k}\times\boldsymbol\Omega=(U'/\hbar)\,\Omega\,\hat{\mathbf x}\times\hat{\mathbf z}=-(U'\Omega/\hbar)\,\hat{\mathbf y}$. The ordinary velocity carries no current along the edge, since $f(\varepsilon+U)\,\partial_y\varepsilon$ is the $k_y$ derivative of a periodic function. The current along $+y$ carried by the packet centres, integrated across the edge, is
\begin{equation}
I=-e\int dx\int\frac{d^2k}{(2\pi)^2}f(\varepsilon+U)\left(-\frac{U'\Omega}{\hbar}\right)=\frac e\hbar\int\frac{d^2k}{(2\pi)^2}\,\Omega\int_0^\infty dU\,f(\varepsilon+U)=\frac e\hbar\int\frac{d^2k}{(2\pi)^2}\,\Omega\,g(\varepsilon).
\end{equation}
A current along $+y$ on the right edge circulates counterclockwise and gives a moment per area $+I$ along $z$. This is the second term of Eq.~\eqref{eq:MT} with its sign, and within this smooth-edge picture the profile of $U$ has dropped out, which is how a boundary current can be fixed by bulk quantities. It is not the whole current at the edge. The density of self-rotation moments falls from its bulk value to zero across the edge, and its curl, $j_y=-\partial_xM_z$, integrates to the moment part. The cell-averaged current across the edge is therefore the full $M$.

The limit $T\to0$ is taken in the functions $f$ and $g$. For $\varepsilon<\mu$ the exponential dominates the logarithm and $g\to\mu-\varepsilon$; for $\varepsilon>\mu$, $g\to0$. Both terms of \eqref{eq:MT} are then restricted to $\varepsilon_n<\mu$. By Eq.~\eqref{eq:curv}, and because $\varepsilon-\mu$ is a number that can be placed between the bra and the ket,
\begin{equation}
\frac e\hbar\,\boldsymbol\Omega\,(\mu-\varepsilon)=\frac e\hbar\,(\varepsilon-\mu)\,\mathrm{Im}\langle\partial u|\times|\partial u\rangle=\frac e{2\hbar}\,\mathrm{Im}\,\langle\partial u|\times(2\varepsilon-2\mu)|\partial u\rangle .
\end{equation}
Adding the moment \eqref{eq:m}, the operators combine as $(H-\varepsilon)+(2\varepsilon-2\mu)=H+\varepsilon-2\mu$, and
\begin{equation}
\mathbf M=\frac{e}{2\hbar}\,\mathrm{Im}\sum_n\int_{\varepsilon_{n\mathbf k}<\mu}\frac{d^dk}{(2\pi)^d}\,\langle\partial u_{n\mathbf k}|\times\left(H_{\mathbf k}+\varepsilon_{n\mathbf k}-2\mu\right)|\partial u_{n\mathbf k}\rangle .
\label{eq:M0}
\end{equation}
The sign belongs to carriers of charge $-e$ and to the convention $\psi=e^{+i\mathbf k\cdot\mathbf r}u$. The units are SI in form; in Gaussian units $e$ is replaced by $e/c$. In two dimensions $M$ is a moment per area, which is a current.

The order of limits matters in a metal. Equation \eqref{eq:trace} needs $F$ smooth on the scale of the Landau level spacing $\hbar\omega_c$, and at $T=0$ the function $g$ has a kink at $\mu$. The exact density of states of a ladder of levels has a component periodic in energy, $e^{i\varepsilon t}$ with $t=2\pi/\hbar\omega_c$. Temperature averages it over $\mu$ with the weight $-f'$, whose poles nearest the real axis lie at $\mu\pm i\pi kT$. Closing the contour shows that the component is damped as $e^{-\pi kTt}=e^{-2\pi^2kT/\hbar\omega_c}$, up to a power prefactor. This vanishes faster than any power of $B$ when $B\to0$ at fixed $T$, and the expansion in $B$ does not see it. If $T\to0$ is taken first, these de Haas--van Alphen oscillations survive and $\partial\omega/\partial B$ of a clean metal need not tend to a limit. Equation \eqref{eq:M0} for a metal means $B\to0$ first and $T\to0$ second. In an insulator no level lies near the kink and the order is immaterial. The expansion also needs $D$ close to 1, that is $(e/\hbar)|\mathbf B\cdot\boldsymbol\Omega|\ll1$, which becomes a severe condition near a small gap, where $\Omega$ is large.

Equation \eqref{eq:M0} does not depend on the phases of the $u$'s. Under $u\to e^{i\chi(\mathbf k)}u$ the derivative becomes $e^{i\chi}\left(|\partial_au\rangle+i\,\partial_a\chi|u\rangle\right)$. The operator $O=H+\varepsilon-2\mu$ acts on $u$ as the real number $\lambda=2(\varepsilon-\mu)$, so $\langle\partial_bu|O|\partial_cu\rangle$ gains $i\lambda\,\partial_c\chi\langle\partial_bu|u\rangle-i\lambda\,\partial_b\chi\langle u|\partial_cu\rangle+\lambda\,\partial_b\chi\,\partial_c\chi$. Each of these is real, because $\langle u|\partial u\rangle$ is imaginary, and the imaginary part is unchanged. The same argument covers $\boldsymbol\Omega$ and $\mathbf m$ separately. The formula is also independent of the zero of energy, since a constant added to $H$, $\varepsilon$ and $\mu$ cancels in $H+\varepsilon-2\mu$. With time-reversal symmetry and no spin one may take $u_{-\mathbf k}=u_{\mathbf k}^*$ and $H_{-\mathbf k}=H_{\mathbf k}^*$. The two derivatives give $(-1)^2$ and the conjugation flips the imaginary part, so the integrand is odd in $\mathbf k$ and $\mathbf M=0$. For free electrons $u$ is a constant and the integrand vanishes; Landau diamagnetism is a term of order $B^2$ in $\omega$ and lies beyond the present order.

A form without derivatives of states follows from inserting a complete set. Projecting Eq.~\eqref{eq:Q} on $u_m$ with $m\ne n$ gives $\langle u_m|\partial_cu_n\rangle=\langle u_m|\partial_cH|u_n\rangle/(\varepsilon_n-\varepsilon_m)$. The intermediate state $m=n$ contributes $\langle\partial_xu|u\rangle\langle u|\partial_yu\rangle$, a product of two imaginary numbers, which has no imaginary part. For the $z$ components define
\begin{equation}
P_{nm}=\frac{\mathrm{Im}\left[\langle u_n|\partial_xH|u_m\rangle\langle u_m|\partial_yH|u_n\rangle\right]}{(\varepsilon_n-\varepsilon_m)^2}.
\label{eq:P}
\end{equation}
Then, using $\mathrm{Im}$ of the $z$ component of \eqref{eq:cross} $=2\,\mathrm{Im}\langle\partial_xu|O|\partial_yu\rangle$,
\begin{equation}
\Omega_n=-2\sum_{m\neq n}P_{nm},\qquad m_n=\frac e\hbar\sum_{m\ne n}(\varepsilon_m-\varepsilon_n)P_{nm},
\label{eq:sos}
\end{equation}
and the integrand of \eqref{eq:M0} is $(e/\hbar)\sum_{m\neq n}(\varepsilon_m+\varepsilon_n-2\mu)P_{nm}$. Exchanging $n$ and $m$ conjugates the bracket in \eqref{eq:P}, so $P_{mn}=-P_{nm}$. The weight $\varepsilon_m+\varepsilon_n-2\mu$ is symmetric, so a pair of states that are both occupied cancels from the sum, and only occupied-empty pairs remain. The moment part alone has no such cancellation, because its weight is antisymmetric. At finite temperature the pair $(n,m)$, with $\delta=\varepsilon_m-\varepsilon_n$, contributes to \eqref{eq:MT}
\begin{equation}
\frac e\hbar\,P_{nm}\Big[(f_n+f_m)\,\delta-2(g_n-g_m)\Big]=\frac{2e}\hbar\,P_{nm}\left[\frac{f_n+f_m}{2}\,\delta-\int_{\varepsilon_n}^{\varepsilon_m}f\,d\varepsilon\right].
\end{equation}
The bracket is the error of the trapezoidal rule, $f''\delta^3/12$ at leading order, and it overcomes the $1/\delta^2$ in $P_{nm}$. At $T>0$ the total integrand thus stays finite at a band crossing, even where $\Omega_n$ or $m_n$ diverges. At $T=0$ this holds for a crossing away from $\mu$; for a crossing at $\mu$ the function $f$ is not smooth and the integrand can diverge, as $1/|\mathbf k|$ at a tilted Weyl point. Finiteness is not yet validity, since the derivation assumed isolated bands. In an insulator, a crossing among filled bands that a small periodic perturbation can lift is covered by continuity: the exact $M$ and the occupied-empty form of \eqref{eq:M0} are both continuous in a perturbation that leaves the fundamental gap open, and they agree whenever the crossing is lifted. Crossings that no small perturbation removes, such as Weyl points in three dimensions, need a multiband argument that is not given here.

The count of states in the field has given the magnetization at finite temperature and in the limit $T\to0$, as a sum of a moment part and a curvature part. What remains is its dependence on $\mu$ in a two-dimensional gap, the two-band case, and the numerical test on a model.
